\section*{Separating Self-Limited Growth from Gas Overlap in Purge-Limited Atomic Layer Deposition}

\section{A plateau at the wrong height}

In a simulated plasma-enhanced deposition cycle, lengthening the precursor dose from 2 to 4~s changes the growth by only 0.0019 turnovers per surface site. Judged by its response to dose alone, the process is saturated. Yet the plateau lies at 1.125 turnovers per cycle, although each site can hold only one precursor fragment at a time and nothing grows on a covered site. With an 8~s precursor purge the same chemistry gives 1.000.

The excess is made by residual precursor that is still present when the plasma starts. A site stripped by radicals can take up another precursor molecule and be stripped again in the same cycle. The dose plateau shows that the residual gas has stopped increasing; it does not show that this gas is absent. To separate the two contributions we need a reservoir model, an exact growth balance and an estimate of the error in extrapolating the purge time.

\section{Coupled reservoir and surface equations}

The chamber has volume $V$ and pumping speed $S$. A dead volume $V_d$ exchanges gas with it through a conductance $c$. Both volumes are well mixed. The film-forming area $\mathcal A$ carries $N_s$ sites per unit area, so there are $N=N_s\mathcal A$ sites. Let $a$ and $a_d$ be the numbers of precursor molecules in the chamber and dead volume, each divided by $N$; let $b$ and $b_d$ be the same quantities for plasma radicals. The fraction of sites covered by precursor fragments is $\theta$.

In a gas of density $n$ and mean speed $\bar v$, the flux onto a surface is $n\bar v/4$. With sticking probability $s$, the number of molecules taken up per second by a fully reactive surface is $Kn$, where
\begin{equation}
K=\frac{s\bar v\mathcal A}{4}.
\end{equation}
The precursor density is $n=Na/V$. Dividing the uptake by $N$ and allowing reaction on free sites only gives the first rate below. Radicals react on covered sites only, which gives the second:
\begin{equation}
u=\frac{K_A}{V}a(1-\theta),\qquad
r=\frac{K_B}{V}b\theta,\qquad
w=\frac{K_d}{V}a\theta .
\label{rates}
\end{equation}
The third rate describes precursor decomposition on covered sites. It adds film without changing $\theta$ and is zero unless stated otherwise.

If $q_A$ and $q_B$ are the sources per site, the balances are
\begin{align}
\dot a&=q_A-\frac SV a-x_A-u-w, &
\dot a_d&=x_A,\label{abal}\\
\dot b&=q_B-\left(\frac SV+\ell\right)b-x_B-r, &
\dot b_d&=x_B-\ell b_d,\label{bbal}\\
\dot\theta&=u-r. &&\label{theta}
\end{align}
Here $x_A=c(a/V-a_d/V_d)$, with the same form for $x_B$, and $\ell$ is the radical recombination rate. For simplicity $S$ and $c$ are constants, the same for both gases. In a real chamber they can depend on molecular mass and pressure, and the purge tail need not be exponential. Desorption, spatial gradients and reactions of residual precursor within the plasma gas are left out. Neglecting gradients requires diffusion across the chamber to be faster than pumping and surface uptake, which can fail with a carrier gas near 100~Pa. Products of mean values replace correlations between sites: this is a mean-field model.

The example uses round parameters: $V=2$~L, $V_d=0.2$~L, $S=20$~L/s, $c=0.4$~L/s, $\mathcal A=2000$~cm$^2$, $N_s=3\times10^{14}$~cm$^{-2}$ and $\ell=100$~s$^{-1}$. At 500~K the precursor's mean speed is 230.1~m/s. Its sticking probability of 0.01 gives
\[
K_A=\frac{0.01(23\,010\ \mathrm{cm/s})(2000\ \mathrm{cm^2})}{4}
=1.15\times10^5\ \mathrm{cm^3/s}=115\ \mathrm{L/s}.
\]
The surface, once open, therefore competes strongly with the pump. The base cycle consists of a 0.5~s dose, 0.3~s precursor purge, 1~s plasma and 0.2~s post-plasma purge.

\section{An exact growth balance}

Growth per cycle is $G=\int(u+w)\,dt$, in turnovers per site. At any instant,
\begin{equation}
u=\max(u-r,0)+\min(u,r).
\label{split}
\end{equation}
If $u\ge r$, the right side is $(u-r)+r$; if $u<r$, it is $0+u$. By Eq.~\eqref{theta}, the first term is $\max(\dot\theta,0)$, whose integral is the total rise of coverage. In a periodic cycle with one rise and one fall, that rise runs from $\theta_{\min}$ to $\theta_{\max}$. Hence
\begin{equation}
\begin{gathered}
G=D+O+W,\qquad D=\theta_{\max}-\theta_{\min}\le1,\\
O=\int\min(u,r)\,dt,\qquad W=\int w\,dt .
\end{gathered}
\label{identity}
\end{equation}

The coverage swing $D$ is the self-limited part. The overlap $O$ counts uptake balanced by simultaneous stripping, and $W$ is growth that no site limit restrains. If the coverage rises several times in a cycle, $D$ must be replaced by the total rise, which can exceed one. The single-swing condition is therefore checked in every run.

For the base cycle, $D=0.9988$ and $O=0.0885$, so $G=1.0873$. One turnover adds $N_s/\rho$ of film, where $\rho=3\times10^{22}$~cm$^{-3}$ is the density of deposited units. This is $10^{-8}$~cm, or 0.100~nm, and the base growth is 0.109~nm per cycle.

Equation~\eqref{identity} is an account of one cycle. It does not say that removing $O$ leaves $D$ unchanged, because residual precursor also affects $\theta_{\min}$. Here $D$ rises from 0.9988 to 1.0000 when the purge is extended to 8~s.

\section{How much overlap can the residual gas cause?}

Take $w=0$. The coverage falls from plasma ignition until its minimum, with the precursor source closed. In this phase $u\le r$, so the overlap is the whole precursor uptake, $O_A=\int u\,dt$. Let $I_0$ and $I_1$ be the values of $a+a_d$ at the start and end of the phase. Adding the two equations in \eqref{abal} cancels the exchange $x_A$, and integration gives
\begin{equation}
I_0=I_1+\frac SV\int a\,dt+O_A .
\end{equation}
Multiply by $K_A$ and subtract $(K_A+S)O_A$:
\begin{align}
K_AI_0-(K_A+S)O_A
&=K_AI_1+\frac{K_AS}{V}\int a\,dt-SO_A\nonumber\\
&=K_AI_1+\frac{K_AS}{V}\int a\theta\,dt .
\end{align}
The last line uses $O_A=(K_A/V)\int a(1-\theta)\,dt$. Division by $K_A+S$ yields
\begin{equation}
\frac{K_A}{K_A+S}I_0-O_A=
\frac{K_A}{K_A+S}\left[I_1+\frac SV\int a\theta\,dt\right]\ge0 .
\label{gap}
\end{equation}
Thus the residual inventory multiplied by the capture factor $K_A/(K_A+S)$ is an upper bound. The right side identifies the gap: gas left at the end of the phase, and gas pumped away while sites are still covered.

At ignition the base cycle has $I_0=0.1551$ precursor molecules per site. The bound is $0.8519\times0.1551=0.132$, whereas $O_A=0.088$, or 67\% of it. Raising the radical source a hundredfold opens the surface faster, and a 4~s plasma leaves less gas unused. In this second case $O_A$ reaches 98\% of its own bound, as Eq.~\eqref{gap} leads one to expect.

The overlap $O_B$ in the rising phase has a similar bound. Let $J_0$ be $b+b_d$ at minimum coverage, after the radical source has closed. Integrating the summed radical balance and dropping the non-negative final inventory and dead-volume recombination gives
\begin{equation}
J_0\ge\frac{S+\ell V}{V}\int b\,dt+O_B .
\end{equation}
Since $\theta\le1$, $O_B\le(K_B/V)\int b\,dt$. Replacing the integral by its lower limit $VO_B/K_B$ gives
\begin{equation}
O_B\le\frac{K_B}{K_B+S+\ell V}J_0 .
\end{equation}
In the base cycle the bound is about 0.04 (it shifts by some 2\% with the sampled time of the minimum, because $b$ is falling fast there) and the actual value is $1.5\times10^{-4}$. It is loose because the surface is almost free of fragments when the remaining radicals disappear, so $\theta\le1$ is a poor estimate there.

\section{The purge tail}

After a saturating dose $\theta$ is close to one, so $u$ is negligible during the precursor purge. With $q_A=w=0$, the gas obeys
\begin{equation}
\frac{d}{dt}\begin{pmatrix}a\\a_d\end{pmatrix}=
\begin{pmatrix}-(S+c)/V&c/V_d\\ c/V&-c/V_d\end{pmatrix}
\begin{pmatrix}a\\a_d\end{pmatrix}.
\end{equation}
For solutions proportional to $e^{-\lambda t}$, the determinant condition is
\begin{equation}
\left(\frac{S+c}{V}-\lambda\right)
\left(\frac{c}{V_d}-\lambda\right)-\frac{c^2}{VV_d}=0 .
\end{equation}
Expansion cancels the two $c^2$ terms:
\begin{equation}
\lambda^2-\left(\frac{S+c}{V}+\frac c{V_d}\right)\lambda
+\frac{Sc}{VV_d}=0 .
\end{equation}
The coefficients are 12.2~s$^{-1}$ and 20~s$^{-2}$. The roots are $6.1\mp\sqrt{6.1^2-20}$, or $\lambda_1=1.95$~s$^{-1}$ and $\lambda_2=10.25$~s$^{-1}$.

For small residual precursor, the radical density and coverage during plasma are, to leading order, those without residual gas. The uptake is then linear in the inventory left by the purge. Once the fast mode has died out,
\begin{equation}
O(t_p)\simeq C e^{-\lambda_1t_p},
\label{tail}
\end{equation}
where $t_p$ is the precursor purge time. This also requires negligible radical carry-over into the next dose and little precursor memory from earlier cycles. Between $t_p=2$ and 3~s, the overlap falls from $1.93\times10^{-3}$ to $2.74\times10^{-4}$. The logarithm of their ratio is 1.95, in agreement with $\lambda_1$.

Without the dead volume the overlap at a 1~s purge falls from $1.4\times10^{-2}$ to $3.7\times10^{-5}$. The dead volume thus causes the slow tail in this example, although it holds only one tenth of the chamber volume.

The same mode explains the approach to the false dose plateau. If the missing growth decays as $e^{-\lambda_1t}$ with dose time, the change from 2 to 4~s divided by that from 1 to 2~s should be
\begin{equation}
\frac{e^{-2\lambda_1 t_0}-e^{-4\lambda_1 t_0}}
{e^{-\lambda_1 t_0}-e^{-2\lambda_1 t_0}}
=e^{-\lambda_1 t_0}\left(1+e^{-\lambda_1 t_0}\right)=0.162,
\end{equation}
with $t_0=1$~s. The calculated changes are 0.00191 and 0.01185, whose ratio is 0.161. In this example the plateau appears when the dead volume has filled. Without a dead volume, precursor left in the chamber still gives a false plateau, lower and reached sooner.

The two purges have unequal value. Adding 0.8~s to the precursor purge lowers $G$ by 0.076; adding it after the plasma lowers $G$ by 0.0008. Recombination and pumping remove chamber radicals at about 110~s$^{-1}$ even without surface loss, so they need little purge time. The drop of 0.0008 exceeds the whole of $O_B$ and is not a radical effect: the dead volume empties further before the next dose, which lowers $I_0$. This conclusion would change for a long-lived co-reactant.

\section{The algorithm and its errors}

One calculation proceeds as follows.
\begin{enumerate}
\item Start with empty reservoirs and a free surface.
\item Integrate dose, precursor purge, plasma and post-plasma purge separately, so that no time step straddles a change in the sources. Carry the integrals of $u$, $r$, $w$ and $\min(u,r)$ as additional variables.
\item Use the final gas amounts and coverage as the next initial state. Repeat until their largest change over a cycle is below $10^{-7}$.
\item Find the coverage extrema, check that there is a single swing, and compare $D+O+W$ with $G$.
\end{enumerate}
The equations become stiff in a long purge: radical loss takes milliseconds, while the dead volume empties in about half a second. A variable-step stiff solver is therefore suitable.

Three errors should be kept apart. The first is integration error. A fixed-step fourth-order Runge--Kutta calculation, written in physical densities with a step of 0.5~ms, reproduces the base growth within the required $10^{-5}$ turnovers. It starts from the periodic state already found, so it tests the integration and the scaling by $N$, but not the convergence to that state.

The second is periodicity error. If successive changes shrink by a factor $\eta<1$, a last change $\delta$ leaves at most $\delta(\eta+\eta^2+\cdots)=\delta\eta/(1-\eta)$. Slow reservoirs or very short cycles bring $\eta$ near one, and a small change is then weak evidence of convergence.

The third is sampling error in $D$. Near a smooth minimum at $t_m$, the linear term of the Taylor series vanishes. With sample spacing $h$, the nearest sample is at most $h/2$ away, and the leading error is bounded by
\begin{equation}
\theta_{\mathrm{sample}}-\theta_{\min}
\lesssim\frac12\ddot\theta(t_m)\left(\frac h2\right)^2
=\frac{h^2}{8}\ddot\theta(t_m).
\end{equation}
This error enters $D$ but not the integrated overlap. The comparison of $D+O+W$ with $G$ is accordingly required to hold to $10^{-4}$ turnovers, a looser tolerance than that of the integration.

\section{Extrapolation from growth data alone}

An experiment gives $G$ but not $O$. Suppose three equally spaced purge times give
\begin{equation}
G_i=G_\infty+Cz^{i-1},\qquad i=1,2,3,
\label{single}
\end{equation}
where $z=e^{-\lambda_1\Delta t}$. Define $d_1=G_1-G_2=C(1-z)$ and $d_2=G_2-G_3=Cz(1-z)$. Then $d_1-d_2=C(1-z)^2$, so $d_2^2/(d_1-d_2)=Cz^2$, which is the excess remaining in $G_3$. Therefore
\begin{equation}
G_\infty=G_3-\frac{d_2^2}{d_1-d_2}.
\label{extrap}
\end{equation}

For purges of 1.0, 1.5 and 2.0~s, the growths are 1.01335, 1.00501 and 1.00189. Thus $d_1=0.00834$, $d_2=0.00312$, and Eq.~\eqref{extrap} gives $1.00189-0.00187=1.00002$. The result is within $2\times10^{-5}$ of the 8~s purge value, while the simulated growth at the 2.0~s purge is still high by $1.9\times10^{-3}$.

The gain in accuracy has a price in noise. Differentiating Eq.~\eqref{extrap} with respect to the differences, and using $z=d_2/d_1$, gives
\begin{align}
\delta G_\infty={}&\delta G_3+\frac{z^2}{(1-z)^2}\delta d_1
-\frac{2z-z^2}{(1-z)^2}\delta d_2\nonumber\\
={}&\frac{z^2\delta G_1-2z\delta G_2+\delta G_3}{(1-z)^2}.
\end{align}
The second line follows from $\delta d_1=\delta G_1-\delta G_2$ and $\delta d_2=\delta G_2-\delta G_3$. For independent errors of equal standard deviation $\sigma$,
\begin{equation}
\sigma_\infty=\frac{\sqrt{1+4z^2+z^4}}{(1-z)^2}\,\sigma .
\end{equation}
Here $z=0.00312/0.00834=0.374$, and $\sigma_\infty=3.2\sigma$. This linear estimate needs $\sigma\ll d_1-d_2=0.0052$; once the noise reaches about $10^{-3}$ turnovers, the denominator of Eq.~\eqref{extrap} can approach zero and the extrapolation is unusable for these purge times. Closely spaced purges bring $z$ near one and magnify noise strongly. Purges that are too short violate Eq.~\eqref{single}, because the fast mode and nonlinear surface response still contribute.

\section{Two cases that a single growth value cannot resolve}

\subsection{One turnover without full conversion}

With the base purge and a plasma time of 0.306~s, $G=1.000$. This looks like ideal growth, but $D=0.931$ and $O=0.069$: overlap hides incomplete conversion. An 8~s purge reveals $G=0.948$.

The growth falls by 0.052, less than the original overlap of 0.069. The difference, 0.017, is a rise in the self-limited part. By Eq.~\eqref{theta}, residual uptake opposes stripping during the plasma and leaves more sites covered at the end. Removing it lowers $\theta_{\min}$. The purge limit is therefore the growth of a cleaner cycle, and need not equal $D$ in the original one.

\subsection{Growth that is not self-limited}

Now let precursor decompose on covered sites with probability $10^{-5}$, so that $K_d=10^{-3}K_A=0.115$~L/s. Late in a long dose, $\theta=1$ and the dead volume exchanges no net gas. Equation~\eqref{abal} becomes $q_A=(S+K_d)a/V$, and the growth rate is
\begin{equation}
\frac{dG}{dt_{\mathrm{dose}}}=\frac{K_d}{V}a
=\frac{K_d}{S+K_d}q_A .
\end{equation}
The source of $10^{19}$ molecules/s divided by $6\times10^{17}$ sites is $q_A=16.7$~s$^{-1}$. The predicted slope is $16.7\times0.115/20.115=0.095$ turnovers/s. With a 4~s purge, growth rises from 1.184 to 1.375 as the dose increases from 2 to 4~s, which gives the same slope. Without decomposition the slope is below $10^{-6}$ turnovers/s.

With a short purge, a scan over short doses can mislead. At the base purge, with no decomposition, growth rises from 1.0575 to 1.0873 between doses of 0.25 and 0.5~s. That slope, 0.12 turnovers/s, comes from overlap and is as large as the decomposition signal. Between 2 and 4~s the overlap has levelled off and the slope is only 0.001 turnovers/s, so sufficiently long doses also separate the two effects.

Within this model, after a saturating dose and without decomposition, a purge scan measures the net growth that residual gas adds. After a dose that leaves sites free, much of the same gas adsorbs during the longer purge instead, and the scan shows only part of its contribution. With decomposition it misses the film that this gas deposits during the purge itself. A dose scan at long purge tests whether the remaining growth is self-limited. A flat dose scan there still does not prove full conversion: the short-plasma case calls for a plasma-time scan as well. If adsorbed precursor can desorb, a longer purge also removes wanted coverage, and the purge limit no longer has the meaning derived here. The numerical output lists the complete scans.

\section*{Computed results}
\begin{verbatim}
Chamber, dead volume: 2.0, 0.2 L
Pumping speed, link conductance: 20.0, 0.4 L/s
Film area: 2000 cm^2; sites: 3.0e+14 cm^-2
Temperature: 500 K; recombination rate: 100 1/s
Molar masses A, B: 200, 16 g/mol
Sticking A, B, decomposition: 0.01, 0.01, 1e-05
Sources A, B: 1.0e+19, 5.0e+18 molecules/s
Base dose, purge, plasma, post: 0.5, 0.3, 1.0, 0.2 s
Mean speeds A, B: 230.1, 813.4 m/s
Surface conductances A, B: 115.0, 406.7 L/s
Steady precursor pressure: 3.45 Pa
Film density: 3.0e+22 cm^-3; one turnover: 0.100 nm
Base G, D, O: 1.08733, 0.99882, 0.08851 turnovers/cycle
Base growth: 0.10873 nm/cycle
Runge-Kutta base G: 1.08733 turnovers/cycle
Base O_A, O_B: 0.08836, 1.47e-04 turnovers/cycle
Precursor inventory at ignition: 0.15513 per site
Capture factor K_A/(K_A+S): 0.8519
Bounds on O_A, O_B: 0.13216, 0.04159
O_A/bound, base and tight case: 0.6686, 0.9797
Purge 0.1 s: G=1.31519, D=0.99833, O=3.17e-01
Purge 0.3 s: G=1.08733, D=0.99882, O=8.85e-02
Purge 0.5 s: G=1.04013, D=0.99919, O=4.09e-02
Purge 1.0 s: G=1.01335, D=0.99970, O=1.37e-02
Purge 1.5 s: G=1.00501, D=0.99989, O=5.12e-03
Purge 2.0 s: G=1.00189, D=0.99996, O=1.93e-03
Purge 3.0 s: G=1.00027, D=0.99999, O=2.74e-04
Purge 8.0 s: G=1.00000, D=1.00000, O=1.56e-08
Reservoir decay rates: 1.9515, 10.2485 1/s
Simulated overlap tail rate: 1.9516 1/s
Extrapolated G: 1.000016; 8 s purge G: 0.999999
Extrapolated growth: 0.10000 nm/cycle
Dose 0.25 s: G=1.05754, D=0.99937, O=0.05817
Dose 0.50 s: G=1.08733, D=0.99882, O=0.08851
Dose 1.00 s: G=1.11109, D=0.99828, O=0.11281
Dose 2.00 s: G=1.12294, D=0.99800, O=0.12494
Dose 4.00 s: G=1.12485, D=0.99796, O=0.12689
Plateau change 2 to 4 s dose: 0.00191 turnovers
Plateau excess over limit: 0.12485 turnovers
O at 1 s purge without dead volume: 3.71e-05 turnovers
G drop, 0.8 s more precursor purge: 0.07636 turnovers
G drop, 0.8 s more post-plasma purge: 0.00077 turnovers
Masked case plasma time: 0.3063 s
Masked G, D, O: 1.00000, 0.93140, 0.06860 turnovers
Masked case with 8 s purge: G=0.94818 turnovers
Decomposition G, 2 and 4 s dose: 1.18398, 1.37461
Decomposition slope, simulated: 0.09531 turnovers/s
Decomposition slope, formula: 0.09531 turnovers/s
Slope without decomposition: 7.44e-07 turnovers/s
\end{verbatim}
